\section*{Finite-size error of a neutral defect frozen in a charged defect's lattice}

\section{One charge and one spring}

Take a defect whose surroundings have a single coordinate $u$, measured from its equilibrium value when the defect is neutral. Let the defect carry charge $q$, in units of the elementary charge $e$. The electrons follow at once, so the energy depends on $q$ and $u$ alone. To second order,
\begin{equation}
E(q,u)=\tfrac12 Aq^2+q\,b\,u+\tfrac12 Cu^2 ,\qquad C>0 .
\label{spring}
\end{equation}
Here $A$ is the response with the lattice clamped, $b$ the force per unit charge up to a sign, and $C$ the spring constant. There is no term linear in $u$ alone, because $u=0$ is the neutral equilibrium. A term linear in $q$ would hold the electron reservoir and the chemistry of the defect. It does not depend on $u$ and is left out.

With charge $q$ present the spring relaxes until $\partial E/\partial u=qb+Cu=0$, so
\begin{equation}
u_q=-\frac{qb}{C},\qquad
E(q,u_q)=\tfrac12Aq^2-\frac{q^2b^2}{C}+\frac{q^2b^2}{2C}
=\tfrac12Aq^2-\frac{q^2b^2}{2C}.
\end{equation}
Now remove the charge and hold $u$ at $u_q$. Only the spring term survives:
\begin{equation}
E(0,u_q)=\tfrac12Cu_q^2=\frac{q^2b^2}{2C}=E(q,0)-E(q,u_q).
\label{identity}
\end{equation}
The frozen neutral defect stores the energy that the charged defect gained by relaxing. If $b=0$, the charge does not move the lattice and nothing is stored.

Equation \eqref{identity} already shows why a neutral cell can have a charge-like size error. Its energy is the difference of two energies of a \emph{charged} defect, one with the lattice clamped and one with it relaxed. If these depend differently on the cell size, the difference depends on it too.

\section{Many coordinates, and any final charge}

For a real lattice $u$ and $b$ become vectors and $C$ a symmetric positive matrix. I assume that $C$ is the same in all charge states and that the force is linear in the charge. The relaxed displacement is $u_q=-qC^{-1}b$. Define
\begin{equation}
M=b\cdot C^{-1}b .
\end{equation}
Put a new electronic charge $q'$ into the frozen lattice. The coupling term is $q'b\cdot u_q=-qq'M$, and the spring term is $\tfrac12u_q\cdot Cu_q=\tfrac12q^2M$. Hence
\begin{align}
E(q',u_q)&=\tfrac12Aq'^2-qq'M+\tfrac12q^2M\nonumber\\
&=\tfrac12(A-M)q'^2+\tfrac12M(q'-q)^2 .
\label{general}
\end{align}
The second line follows by adding and subtracting $\tfrac12Mq'^2$. Its first term is the energy that charge $q'$ would have in its own relaxed lattice. The second is the cost of sitting in the wrong one.

Three limits agree with what they should be. For $q'=q$ the mismatch vanishes. For $q=0$ the result is the clamped energy $\tfrac12Aq'^2$. For $q'=0$ it is $\tfrac12q^2M$, as in \eqref{identity}. It remains to find how $A$ and $M$ depend on the cell.

\section{The stored energy in a dielectric}

Far from the defect the lattice acts as a polarizable medium, taken here as isotropic. Let $\varepsilon_\infty$ be its relative permittivity with clamped nuclei (the high-frequency value) and $\varepsilon_s$ the static one. Let $P$ be the polarization that ionic displacements produce at zero macroscopic field, including the electrons they drag along. Then $D=\varepsilon_0\varepsilon_\infty\mathcal E+P$, and the energy density is
\begin{equation}
w(P;D)=\tfrac12\kappa P^2+\frac{(D-P)^2}{2\varepsilon_0\varepsilon_\infty}.
\label{density}
\end{equation}
The first term is the short-range cost, called elastic below; it includes the local-field part of the interaction between dipoles. The second is the field energy with electronic screening. The fields of a localized charge are longitudinal, and $\nabla\cdot D=\rho$ fixes $D$ by the inserted charge density $\rho$. So $D$ is held constant while $P$ relaxes:
\begin{equation}
\kappa P=\frac{D-P}{\varepsilon_0\varepsilon_\infty}=\mathcal E .
\end{equation}
Thus $P=\mathcal E/\kappa$ and $D=(\varepsilon_0\varepsilon_\infty+1/\kappa)\mathcal E$. The bracket must equal $\varepsilon_0\varepsilon_s$, which fixes the stiffness and the polarization:
\begin{equation}
\frac1\kappa=\varepsilon_0(\varepsilon_s-\varepsilon_\infty),\qquad
P=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s}D
=\Bigl(1-\frac{\varepsilon_\infty}{\varepsilon_s}\Bigr)D .
\label{pol}
\end{equation}

Remove the charge with $P$ frozen. Now $D=0$ in \eqref{density}, while $P$ keeps the value set by the former field, written $D_q$:
\begin{align}
w(P;0)&=\frac{P^2}{2\varepsilon_0}
\left[\frac1{\varepsilon_s-\varepsilon_\infty}+\frac1{\varepsilon_\infty}\right]
=\frac{P^2}{2\varepsilon_0}\,
\frac{\varepsilon_s}{\varepsilon_\infty(\varepsilon_s-\varepsilon_\infty)}\nonumber\\
&=\frac{D_q^2}{2\varepsilon_0}\,
\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty\varepsilon_s}
=\frac{D_q^2}{2\varepsilon_0}\,\Delta,\qquad
\Delta\equiv\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\label{pekar}
\end{align}
This is the clamped energy density $D_q^2/(2\varepsilon_0\varepsilon_\infty)$ minus the relaxed one $D_q^2/(2\varepsilon_0\varepsilon_s)$, as \eqref{identity} demands. When $\varepsilon_s=\varepsilon_\infty$ the ions do not respond and the stored energy is zero. When $\varepsilon_s\to\infty$ relaxation removes the whole clamped field energy, and all of it is stored.

The divergence of \eqref{pol} gives the ionic polarization charge,
\begin{equation}
\rho_{\rm pol}=-\nabla\cdot P=-\Bigl(1-\frac{\varepsilon_\infty}{\varepsilon_s}\Bigr)\rho .
\label{qpol}
\end{equation}
A source charge $-q(1-\varepsilon_\infty/\varepsilon_s)$ therefore remains near the defect after the electrons have made it neutral. The host electrons screen it by $\varepsilon_\infty$, so the net charge measured by the flux of $\mathcal E$ through a surrounding sphere is $-q\Delta$. In a periodic cell $\rho$ includes a uniform background, so the opposite polarization charge is spread evenly over the cell. The cell has no net charge, yet it contains a localized charge in a compensating background.

It is not enough to treat this charge by electrostatics in a medium $\varepsilon_\infty$. The field term at $D=0$ is $P^2/(2\varepsilon_0\varepsilon_\infty)$. Its share of \eqref{pekar} is $(\varepsilon_s-\varepsilon_\infty)/\varepsilon_s=1-\varepsilon_\infty/\varepsilon_s$. The remaining share, $\varepsilon_\infty/\varepsilon_s$, is elastic. It depends on the cell too, because the images changed the displacements when the lattice relaxed.

\section{From an isolated defect to a periodic cell}

Let the charge be a Gaussian with Fourier transform $qe\,\mathrm e^{-k^2\sigma^2/2}$, in a cubic cell of edge $L$ and volume $V=L^3$. Since $|D_{\mathbf k}|=|\rho_{\mathbf k}|/k$, the stored energy is
\begin{equation}
E_{\rm cell}=\frac{q^2e^2\Delta}{2\varepsilon_0}S(\sigma^2),\qquad
S(\tau)=\frac1V\sum_{\mathbf G\ne0}\frac{\mathrm e^{-G^2\tau}}{G^2}.
\end{equation}
The term $\mathbf G=0$ is absent because the background cancels the mean charge and the macroscopic field is zero. For the isolated defect the sum becomes an integral,
\begin{equation}
I(\tau)=\int\!\frac{d^3k}{(2\pi)^3}\frac{\mathrm e^{-k^2\tau}}{k^2}
=\frac1{2\pi^2}\int_0^\infty\!\mathrm e^{-k^2\tau}dk
=\frac1{4\pi^{3/2}\sqrt\tau}.
\label{iso}
\end{equation}

To compare them, differentiate with respect to $\tau$, which removes the denominators. Poisson summation over the cell translations $\mathbf R$ gives
\begin{equation}
\frac{dS}{d\tau}=\frac1V-\frac1V\sum_{\mathbf G}\mathrm e^{-G^2\tau}
=\frac1V-\sum_{\mathbf R}\frac{\mathrm e^{-R^2/4\tau}}{(4\pi\tau)^{3/2}} .
\end{equation}
The $\mathbf R=0$ term, with its minus sign, is $dI/d\tau$. The others are exponentially small when $\sigma\ll L$. So $d(S-I)/d\tau=1/V$ up to these terms, and
\begin{equation}
S(\tau)-I(\tau)=-\frac{\alpha}{4\pi L}+\frac{\tau}{L^3}.
\label{madelung}
\end{equation}
The integration constant belongs to a point charge. It must scale as $1/L$, since no other length is left. This defines the Madelung constant $\alpha$ of a point charge in a uniform background. The reciprocal sum gives $\alpha=2.837297$. A direct real-space sum over point charges and background, with the mean potential of the cell set to zero, gives $2.837301$.

Multiplying \eqref{madelung} by $q^2e^2\Delta/(2\varepsilon_0)$ at $\tau=\sigma^2$ gives
\begin{equation}
\boxed{E_{\rm cell}=E_{\rm iso}-\frac{\alpha q^2e^2}{8\pi\varepsilon_0L}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)
+\frac{q^2e^2\sigma^2\Delta}{2\varepsilon_0L^3}}
\label{main}
\end{equation}
The cell energy is too low at leading order, and a positive correction must be added. The $1/L$ term does not contain $\sigma$; the $L^{-3}$ coefficient does, and it is specific to this Gaussian continuum.

In a real lattice that is isotropic at long wavelengths and not piezoelectric, the factor multiplying $|\rho_{\mathbf k}|^2$ is $\Delta/k^2$ plus a part that stays finite as $k\to0$. The finite part changes the difference between sum and integral at order $1/V$. The leading term thus needs long-wavelength response alone, within the harmonic model. In a piezoelectric crystal, strain also carries polarization. It adds a direction-dependent part to the $1/k^2$ term, which the fixed-strain $\varepsilon_s$ does not contain.

\section{Other charges in the frozen lattice}

The same comparison applies to the clamped energy $\tfrac12Aq'^2$, with $1/\varepsilon_\infty$ in place of $\Delta$. The relaxed combination $A-M$ carries $1/\varepsilon_s$. Equation \eqref{general} then gives the correction to be added for charge $q'$ in the lattice of charge $q$:
\begin{equation}
\delta E(q';q)=\frac{\alpha e^2}{8\pi\varepsilon_0L}
\left[(q'-q)^2\Delta+\frac{q'^2}{\varepsilon_s}\right].
\label{anycharge}
\end{equation}
For $q'=q$ this is the usual relaxed charged-defect correction. For $q=0$ the bracket is $q'^2/\varepsilon_\infty$, that of a vertical excitation from the neutral lattice. For $q'=0$ it returns \eqref{main}. The potential is taken to have zero mean in the cell. For $q'\neq0$, aligning this zero with that of the bulk crystal is a separate step.

\section{A test on a discrete lattice}

The continuum argument ignores local fields, so I tried it where they are present. Each site of a simple cubic lattice holds an electronic and an ionic dipole, with polarizabilities $1.8$ and $1.0$. In the units used here $\varepsilon_0$, the lattice constant and the inserted charge are one. All charges and dipoles are Gaussians of width $0.3$, and all periodic interactions are kept. The response to a uniform field gives $\varepsilon_\infty=3.9496$ and $\varepsilon_s=8.1113$.

A unit charge at a cube centre relaxes the lattice. The ionic dipoles are then frozen, the charge is changed to $q'$, and the electronic dipoles adjust. Energies for cells of 12, 16, 20 and 24 lattice constants are expanded in $1$, $L^{-1}$, $L^{-3}$ and $L^{-5}$. The $L^{-1}$ coefficients are:
\begin{center}
\begin{tabular}{rrr}
$q'$ & lattice & $-L\,\delta E$ from \eqref{anycharge}\\
$0$ & $-0.014666$ & $-0.014666$\\
$1$ & $-0.013917$ & $-0.013918$\\
$-1$ & $-0.072583$ & $-0.072581$\\
$2$ & $-0.070336$ & $-0.070337$
\end{tabular}
\end{center}
The largest deviation, relative to the formula, is $5\times10^{-5}$. With cells of 8 to 16 lattice constants it is $3\times10^{-3}$, so the disagreement shrinks as the cells grow. Electrostatics of the polarization charge alone would give $-0.007525$ for $q'=0$, about half the coefficient found. The long-wavelength ionic polarization charge is $-0.51308$ of the inserted charge, the value given by \eqref{qpol}.

\section{A doubly positive vacancy in an amorphous oxide}

Consider an oxygen vacancy relaxed with $q=2$ and then filled with two localized electrons. Rough values for amorphous In--Ga--Zn oxide are $\varepsilon_\infty=4$ and $\varepsilon_s=12$. The cell edge is $1.2$ nm, and the model charge has $\sigma=0.15$ nm. With $e^2/(4\pi\varepsilon_0)=1.440$ eV\,nm and $\Delta=1/4-1/12=0.1667$, the correction is
\begin{equation}
\delta E(0;2)=\frac{2.8373\times1.440\times4\times0.1667}{2\times1.2}\ {\rm eV}
=1.135\ {\rm eV}.
\end{equation}
The polarization charge left behind is $-2(1-4/12)e=-1.33e$ before electronic screening, and $-0.33e$ after it. Equation \eqref{iso} gives the isolated stored energy,
\begin{equation}
E_{\rm iso}=\frac{e^2}{4\pi\varepsilon_0}\frac{q^2\Delta}{2\sqrt\pi\,\sigma}
=\frac{1.440\times4\times0.1667}{2\sqrt\pi\times0.15}\ {\rm eV}=1.805\ {\rm eV}.
\end{equation}
With the model held fixed and the cell varied, the energies in eV are:
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & cell & correction & sum\\
1.0 & 0.579 & 1.362 & 1.941\\
1.2 & 0.749 & 1.135 & 1.884\\
1.6 & 0.987 & 0.851 & 1.838\\
2.4 & 1.248 & 0.567 & 1.815
\end{tabular}
\end{center}
At $1.2$ nm the uncorrected cell gives less than half of the isolated energy. The corrected value is too high by $0.079$ eV, which is the $L^{-3}$ term of \eqref{main}. The isolated energy depends on the chosen $\sigma$ and is no prediction for a vacancy; the $1/L$ correction does not depend on $\sigma$.

Counting electrostatics alone would give $0.757$ eV, two thirds of the correction. To bring the leading error down to $0.1$ eV without correcting it, the edge would have to be $13.6$ nm. At a rough density of 80 atoms per nm$^3$ that is about $2\times10^5$ atoms.

For one captured electron, \eqref{anycharge} gives $\delta E(1;2)=0.426$ eV, while the initial state has $\delta E(2;2)=0.567$ eV. The vertical $(2+/+)$ level is the Fermi energy at which $E(2)+2E_F=E(1)+E_F$, so $E_F=E(1)-E(2)$. Its correction is $0.4256-0.5674=-0.142$ eV, before any potential alignment. The neutral state has the largest correction of the three here. By \eqref{anycharge} it exceeds that of the initial state only when $\Delta>1/\varepsilon_s$, that is when $\varepsilon_s>2\varepsilon_\infty$, which holds in this example.

\section{What the numbers leave out}

\paragraph{Dielectric data.} Raising $\varepsilon_s$ from 12 to 16, with the rest fixed, changes the correction from $1.135$ to $1.277$ eV. A small amorphous cell is also anisotropic. By \eqref{identity} the correction is then a clamped Madelung term minus a relaxed one, each with its own tensor. Spreads of $\pm5\%$ in $\varepsilon_\infty$ and $\pm20\%$ in $\varepsilon_s$ along the cube axes, at fixed mean, give $1.134$ eV. Here the mean value of $\varepsilon_s$ matters far more than its anisotropy.

\paragraph{Elastic images and linearity.} A defect that changes the local volume by $\delta V$ interacts elastically with its images, on the scale $B(\delta V)^2/L^3$ for bulk modulus $B$. With $B=100$ GPa and $\delta V=0.01$ nm$^3$ this is $0.04$ eV, as an order of magnitude. The screened field of the isolated charge at $r=L/2$ is $6.7$ MV/cm. For a volume of $0.03$ nm$^3$ per cation and an effective ionic charge of $2.7e$, the displacement there is $0.003$ nm, small beside a bond of about $0.2$ nm. Outside the defect charge both grow as $1/r^2$ toward the defect, so the harmonic assumption is weakest in the core.

\paragraph{Where the electrons go.} The neutral state must hold its electrons near the vacancy. A hydrogenic state with unit charge, $\varepsilon_s=12$ and mass $0.3\,m_e$ has a radius of $2.1$ nm, larger than the cell. Around the bare $2+$ core one electron has $1.1$ nm and a helium-like pair about $1.25$ nm, still comparable to the cell edge. If both electrons entered the conduction band, their density in this cell would give a Fermi energy of $1.34$ eV in a parabolic band of the same mass. Equation \eqref{main} does not correct such a state.

\paragraph{Time and temperature.} A phonon of $0.05$ eV has a period of $83$ fs, so the frozen geometry describes the instant after a fast electronic change. The energy gap between the two charge states is linear in $u$, with slope $qb$. Before the electronic change the lattice fluctuates about $u_q$. For one mode of frequency $\omega$, $\langle(u-u_q)^2\rangle=(\hbar\omega/2C)\coth(\hbar\omega/2k_BT)$. With $\lambda=q^2b^2/2C$ the variance of the gap is
\begin{equation}
q^2b^2\langle(u-u_q)^2\rangle=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
For $\lambda=1.805$ eV at 300 K the standard deviation is $0.35$ eV. It broadens the vertical transition and leaves its mean unchanged in this model.

\paragraph{The real film.} The permittivities and the cell edge are in the range I would expect for this oxide and for simulations of it, but a given film needs its own values. Whether a vacancy holds two localized electrons depends on its site, and the formula does not decide it. A device also breaks the assumption of an infinite insulating medium. Integrating \eqref{pekar} outside a radius $R$ gives $q^2e^2\Delta/(8\pi\varepsilon_0R)$. For a defect in the middle of a 30 nm film, $R=15$ nm and this is $0.03$ eV. This spherical cut gives only the scale. Summing the images in the slab gives $-0.022$ eV between two metals and $+0.014$ eV for a free-standing film, so the sign depends on the neighbouring media. The effect usually grows as the defect nears an interface. At a distance $d$ from a metal surface the image charge lowers the stored energy by $q^2e^2\Delta/(16\pi\varepsilon_0d)$, which is more than $0.1$ eV within about $2$ nm. At $10^{17}$ carriers per cm$^3$, well below the effective density of states of the band ($4\times10^{18}$ cm$^{-3}$ at 300 K for a mass of $0.3\,m_e$), the Debye length is $13$ nm and the energy beyond it is $0.04$ eV. These are orders of magnitude for how interfaces and carriers alter the isolated reference. The second is rough, because a sphere of one Debye length holds only about one carrier, and its sign depends on time scale. Linear screening changes the stored energy by $+0.018$ eV if the carriers stay frozen with the nuclei and by $-0.075$ eV if they follow the change of charge. Their plasmon energy, about $0.01$ eV, is below that of the phonon, so the first case describes the instant after the change. For a defect far from the interfaces both are small beside the $1.135$ eV correction, and smaller than its uncertainty from $\varepsilon_s$.

\section*{Computed values}
\begin{verbatim}
Madelung constant, reciprocal sum: 2.837297
Madelung constant, direct sum: 2.837301
Madelung shift, cutoff 8 to 10: 5.8e-13
Lattice model eps_inf, eps_s: 3.9496, 8.1113
Lattice 1/L slope, q_new=+0: -0.014666, formula -0.014666
Lattice 1/L slope, q_new=+1: -0.013917, formula -0.013918
Lattice 1/L slope, q_new=-1: -0.072583, formula -0.072581
Lattice 1/L slope, q_new=+2: -0.070336, formula -0.070337
Largest relative slope error, cells 8-16: 2.9e-03
Largest relative slope error, cells 12-24: 5.1e-05
Slope from electrostatics alone, q_new=0: -0.007525
Ionic polarization charge, lattice: -0.51308 q
Ionic polarization charge, formula: -0.51308 q
Example q, eps_inf, eps_s: 2, 4.0, 12.0
Example Gaussian width, cell edge: 0.15, 1.2 nm
e^2/(4 pi eps0): 1.439965 eV nm
1/eps_inf - 1/eps_s: 0.166667
Example polarization charge: -1.3333 e
Isolated frozen neutral energy: 1.8054 eV
L=1.0 nm: raw 0.5792, 1/L correction 1.3619, sum 1.9411 eV
L=1.2 nm: raw 0.7490, 1/L correction 1.1349, sum 1.8839 eV
L=1.6 nm: raw 0.9873, 1/L correction 0.8512, sum 1.8385 eV
L=2.4 nm: raw 1.2477, 1/L correction 0.5674, sum 1.8152 eV
L^-3 term at example edge: 0.0785 eV
Cell energy shift, cutoff 13 to 16: 3.3e-15 eV
Correction in q=2 lattice, q_new=0: 1.1349 eV
Correction in q=2 lattice, q_new=1: 0.4256 eV
Correction in q=2 lattice, q_new=2: 0.5674 eV
Correction of vertical (2+/+) level: -0.1419 eV
Electrostatics alone, neutral: 0.7566 eV
Edge for 0.1 eV error: 13.62 nm
Atoms in that cell at 80 per nm^3: 2.0e+05
Correction, eps_inf +-5%, eps_s +-20% axes: 1.1336 eV
Correction if eps_s = 16: 1.2768 eV
Elastic images (100 GPa, 0.01 nm^3): 0.036 eV
Field of isolated charge at L/2: 6.67 MV/cm
Ionic displacement at L/2: 0.0033 nm
Carriers, band density: 1.0e+17, 4.1e+18 cm^-3
Debye length at 300 K: 13.1 nm
Energy stored beyond Debye length: 0.0367 eV
Energy beyond half of 30 nm film: 0.0320 eV
Vertical energy spread, 0.05 eV phonon: 0.348 eV
Phonon period: 83 fs
Hydrogenic radius, mass 0.3 m_e: 2.12 nm
Fermi energy of 2 band electrons per cell: 1.34 eV
\end{verbatim}
